# Signal speed on a narrow niobium line with kinetic inductance

## Problem

A straight niobium line has a square cross-section of side $s=100$ nm. At the temperature of use its magnetic penetration depth is $\lambda=90$ nm. Its capacitance to the return conductor is $C=0.2$ fF/µm, and the dielectric between them is uniform, with relative permittivity $\varepsilon_r=4$.

(a) Neglecting geometric inductance, estimate the speed of a signal on the line.

(b) Decide how far the neglected inductance changes the answer.

Here $C$ and every inductance $L$ are per unit length. Geometric inductance means the part that stores magnetic energy. The signal is weak, its loss is small, and its frequency is well below the frequency at which photons break electron pairs.

## A tempting solution, which is wrong

A superconductor has no dc resistance and expels magnetic field. The line and its return therefore guide a transverse wave that lives in the dielectric. If geometric inductance were really dropped, no inductance would be left and the speed would be infinite, so the instruction can only mean that the shape of the line does not matter. Indeed, for a wave in a uniform dielectric the shape cancels:

$$
v=\frac{c}{\sqrt{\varepsilon_r}}=\frac{c}{2}=1.50\times10^{8}\ \text{m/s}.
$$

## Where it fails

The cancellation requires the inductance from fields and currents inside the metal to be negligible. This needs a $\lambda$ small compared with both $s$ and the dielectric gap, even if the return is ideal, because the field also enters the line itself. Here $\lambda=0.9\,s$, so the field is not confined to a thin layer at the surface of the line.

There is a second way to see the fault. Zero resistance does not mean zero electric field when the current changes. The carriers have mass, and a field is needed to accelerate them. This inertia acts as an inductance, called kinetic inductance, and it remains when magnetic energy is neglected. The tempting solution dropped the inductance that should be kept and kept the one that should be dropped.

## Right solution, part (a)

**From carrier inertia to penetration depth.** Let the superconducting carriers have density $n$, mass $m$, charge $-e$ and velocity $u$ along the line. To first order in the signal,

$$
m\frac{\partial u}{\partial t}=-eE,\qquad J=-neu .
$$

Differentiate $J$ and insert the first equation; the two minus signs cancel:

$$
\frac{\partial J}{\partial t}=-ne\frac{\partial u}{\partial t}=\frac{ne^2}{m}E. \tag{1}
$$

The density $n$ is not given, but $\lambda$ is. To connect them, take the curl of (1) and use $\nabla\times\mathbf E=-\partial\mathbf B/\partial t$. This shows that $\nabla\times\mathbf J+(ne^2/m)\mathbf B$ does not change in time. The London description of a superconductor sets this constant to zero:

$$
\nabla\times\mathbf J=-\frac{ne^2}{m}\mathbf B .
$$

Consider a flat surface with the metal at $x>0$ and the field $B(x)$ along $z$. Displacement current is negligible in the metal, so $\nabla\times\mathbf B=\mu_0\mathbf J$ gives $J_y=-B'/\mu_0$. The $z$ component of the London relation is $J_y'=-(ne^2/m)B$. Substituting $J_y$,

$$
-\frac{B''}{\mu_0}=-\frac{ne^2}{m}B
\quad\Rightarrow\quad
B''=\frac{B}{\lambda^2},\qquad \lambda^2=\frac{m}{\mu_0ne^2}.
$$

The solution that remains finite is $B(0)e^{-x/\lambda}$, so this $\lambda$ is the penetration depth. Since $m/(ne^2)=\mu_0\lambda^2$, equation (1) becomes

$$
E=\mu_0\lambda^2\frac{\partial J}{\partial t}. \tag{2}
$$

With the free-electron mass, 90 nm corresponds to $n=3.49\times10^{27}$ m$^{-3}$. This is an effective density, because the penetration depth fixes only the ratio $n/m$.

**Kinetic inductance.** Assume that the current $I$ is uniform over the section; part (b) examines this assumption. Then $J=I/s^2$, and (2) reads

$$
E=L_k\frac{\partial I}{\partial t},\qquad L_k=\frac{\mu_0\lambda^2}{s^2}. \tag{3}
$$

The energy confirms the factor. With $u=-I/(nes^2)$, the kinetic energy per unit length is

$$
\frac12nms^2u^2=\frac12\,\frac{m}{ne^2s^2}\,I^2=\frac12L_kI^2 .
$$

**The wave.** Let $V(z,t)$ be the voltage of the line relative to its return. Without magnetic induction, and with no inertia in the return, the field along the line is $E=-\partial V/\partial z$. Charge conservation supplies the second equation:

$$
L_k\frac{\partial I}{\partial t}=-\frac{\partial V}{\partial z},\qquad
C\frac{\partial V}{\partial t}=-\frac{\partial I}{\partial z}.
$$

Differentiate the second equation in time, exchange the order of derivatives, and use the first:

$$
C\frac{\partial^2V}{\partial t^2}
=-\frac{\partial}{\partial z}\frac{\partial I}{\partial t}
=\frac1{L_k}\frac{\partial^2V}{\partial z^2}.
$$

This is a wave equation with speed

$$
v_k=\frac1{\sqrt{L_kC}}=\frac{s}{\lambda}\,\frac1{\sqrt{\mu_0C}} . \tag{4}
$$

**Numbers.** With $\mu_0=1.257$ pH/µm and $\lambda^2/s^2=0.81$,

$$
L_k=0.81\times1.257\ \text{pH/µm}=1.018\ \text{pH/µm}.
$$

In SI units this is $1.018\times10^{-6}$ H/m, and the capacitance is $2\times10^{-10}$ F/m. Hence

$$
v_k=\frac1{\sqrt{(1.018\times10^{-6})(2\times10^{-10})}}\ \text{m/s}
\approx7.0\times10^7\ \text{m/s}.
$$

This is the estimate asked for in (a): 23 % of the speed of light in vacuum, and less than half the tempting answer. The delay is 14.3 ps/mm and the impedance $\sqrt{L_k/C}$ is 71 Ω.

The same speed follows without using $L_k$. A 1 mm line with open ends was divided into 300 cells, and its normal modes were computed from the acceleration of carriers of the density above and from charge conservation. The lowest oscillating mode of an open line of length $\ell$ has frequency $v/(2\ell)$, which gives $v=7.009\times10^7$ m/s, in agreement with (4). Because that density was obtained from $\lambda$, this checks the wave equation and the arithmetic, not the link between $\lambda$ and the inertia.

## Right solution, part (b)

**The smallest magnetic inductance.** Suppose first that all current flows on the surface of the line, with no field inside, and that the return is an ideal conductor. Let $\psi$ solve Laplace's equation in the dielectric, with $\psi=1$ on the line and $\psi=0$ on the return. Define $S=-\oint(\partial\psi/\partial n)\,dl$ around the line, with the normal pointing outward.

The electric potential is $V\psi$. By Gauss's law the charge per length is $\varepsilon_0\varepsilon_rVS$, so $C=\varepsilon_0\varepsilon_rS$.

The magnetic field follows from a vector potential along the line, $A_z=A_0\psi$. Its tangential component at the line is $-\partial A_z/\partial n$, so Ampère's law gives $A_0S=\mu_0I$. The flux per length between the conductors is $A_0$. The inductance is therefore

$$
L_{\rm ext}=\frac{A_0}{I}=\frac{\mu_0}{S}=\frac{\mu_0\varepsilon_0\varepsilon_r}{C}
=\frac{\varepsilon_r}{c^2C}. \tag{5}
$$

For this line $L_{\rm ext}=0.2225$ pH/µm. If it were the whole inductance, the speed would be $1/\sqrt{L_{\rm ext}C}=c/\sqrt{\varepsilon_r}$, which is the tempting answer.

**How the real current divides the energy.** Inside the line, induction must now be included: $E=-\partial V/\partial z-\partial A_z/\partial t$. Inserting this in (2),

$$
\frac{\partial}{\partial t}\left(\mu_0\lambda^2J+A_z\right)=-\frac{\partial V}{\partial z}.
$$

The voltage is uniform over the small cross-section, so the bracket is uniform too:

$$
\mu_0\lambda^2J+A_z=\Phi . \tag{6}
$$

Defining $L=\Phi/I$ turns the previous equation into $L\,\partial I/\partial t=-\partial V/\partial z$, so this $L$ is the total inductance of the line.

Now consider the energy per length as a functional of the current distribution, with $A_z=0$ on the ideal return:

$$
U[J]=\frac{\mu_0\lambda^2}{2}\int J^2\,da+\frac12\int JA_z\,da .
$$

The first term is kinetic and the second is magnetic; both are positive. Since $A_z$ depends linearly and symmetrically on $J$, a small change $\delta J$ gives

$$
\delta U=\int\delta J\,(\mu_0\lambda^2J+A_z)\,da .
$$

At fixed total current $\int\delta J\,da=0$, and (6) makes $\delta U$ vanish. Because $U$ is a positive quadratic form, the real current minimises it. Multiplying (6) by $J/2$ and integrating gives the minimum, $U=\frac12\Phi I=\frac12LI^2$.

Three consequences follow.

- The kinetic term is at least $\frac12L_kI^2$, because $I^2=(\int J\,da)^2\le s^2\int J^2\,da$.
- The magnetic term is at least $\frac12L_{\rm ext}I^2$. Minimising it alone makes $A_z$ uniform in the metal, which leaves no field there and puts the current on the surface.
- Uniform current is a permitted trial distribution, so its energy cannot lie below the minimum.

Together they bracket the inductance:

$$
L_k+L_{\rm ext}\le L\le L_k+L_{\rm uniform}, \tag{7}
$$

where $L_{\rm uniform}$ is the magnetic inductance of uniform current. Multiplying the left inequality by $C$ and using $LC=1/v^2$ gives

$$
\frac1{v^2}\ge\frac1{v_k^2}+\frac{\varepsilon_r}{c^2}. \tag{8}
$$

The true speed thus lies below both the kinetic estimate and the tempting answer. The left side of (7) is $1.018+0.2225=1.240$ pH/µm, so the speed cannot exceed $6.35\times10^7$ m/s with an ideal return. This limit needs the capacitance and permittivity, but not the shape of the return.

**A definite return path.** To obtain a value and not just a limit, surround the line with a round ideal shield. An inner radius of 179.6 nm reproduces the given capacitance. In this geometry $L_{\rm uniform}=0.2781$ pH/µm, and the upper limit in (7) is 1.2960 pH/µm.

Solving (6) with the section divided into $24\times24$ filaments gives $L=1.295$ pH/µm. Then

$$
v=\frac1{\sqrt{(1.295\times10^{-6})(2\times10^{-10})}}\ \text{m/s}
\approx6.2\times10^7\ \text{m/s},
$$

which is 11 % below $v_k$.

The result lies close to the uniform-current limit, and (6) explains why. In a round wire carrying uniform current, $\nabla^2A_z=-\mu_0J$ gives $A_z=\text{const}-\mu_0Jr^2/4$. For a wire of the same area, $r^2=s^2/\pi$ at the surface. The first correction to the current density, from centre to surface, is then

$$
\frac{\delta J}{J}\approx\frac{\mu_0Js^2/(4\pi)}{\mu_0\lambda^2J}
=\frac{s^2}{4\pi\lambda^2}\approx0.10 .
$$

In the square, the corner filament of the $24\times24$ solution carries a density 13 % higher than a central filament; at the corner point itself the excess over the centre is 14 %. Since the energy is stationary at the true distribution, such a variation changes $L$ only in second order. Uniform current was therefore a good assumption in (a); the neglect of magnetic energy causes nearly all of the error.

**A niobium return.** A real return may also be superconducting, and then its carriers have inertia as well. Let the shield have the same $\lambda$, extend many penetration depths beyond its inner radius $b$, and carry the return current. Treat the field there as axially symmetric, which is an approximation for a square line. The London equation for an azimuthal field then has the decaying solution

$$
B(r)=\frac{\mu_0I}{2\pi b}\,\frac{K_1(r/\lambda)}{K_1(b/\lambda)},
$$

where $K_0$ and $K_1$ are modified Bessel functions. The prefactor satisfies Ampère's law at $r=b$. From $\mu_0J=(1/r)\,d(rB)/dr$ and $d[xK_1(x)]/dx=-xK_0(x)$,

$$
J(b)=-\frac{I}{2\pi b\lambda}\,\frac{K_0(b/\lambda)}{K_1(b/\lambda)} .
$$

The minus sign shows that the return current is opposite to $I$. By (2), the field on the shield wall is $\mu_0\lambda^2\,\partial J(b)/\partial t$. The voltage equation contains the field on the line minus the field on the wall, so the shield adds the positive inductance

$$
L_{\rm sh}=\frac{\mu_0\lambda}{2\pi b}\,\frac{K_0(b/\lambda)}{K_1(b/\lambda)}
=0.082\ \text{pH/µm}.
$$

It contains both the kinetic and the magnetic energy inside the shield. The total becomes 1.377 pH/µm and the speed $6.0\times10^7$ m/s, 14 % below $v_k$.

## When the kinetic estimate can be used

Keep $s$, $C$ and $\varepsilon_r$ fixed and vary $\lambda$. For large $\lambda$, $L_k$ grows as $\lambda^2$ while the magnetic part for an ideal return stays below $L_{\rm uniform}$, so (4) becomes accurate. For small $\lambda$, (4) grows without limit and eventually exceeds $c/\sqrt{\varepsilon_r}$, which (8) forbids. The two terms in (8) are equal when $L_k=L_{\rm ext}$, or

$$
\lambda=90\ \text{nm}\times\sqrt{\frac{0.2225}{1.018}}\approx42\ \text{nm}.
$$

At that depth the kinetic estimate is too high by a factor of at least $\sqrt2$. As $\lambda\to0$ with an ideal return, the current moves to the surface, $L\to L_{\rm ext}$, and the tempting solution becomes correct.

## Comparison with real niobium lines

A penetration depth of about 90 nm is a rough typical value for niobium films near 4 K, and the capacitance is of the usual size for on-chip wiring. A width of 100 nm is small for niobium circuits. A line on a chip has a flat return, such as a ground plane, and not a round shield, so the 11 % and 14 % corrections belong to the model return. Impurities or damaged edges can also raise $\lambda$. By (4), a depth 10 % larger at fixed $s$ and $C$ lowers $v_k$ by 9 %, comparable to the neglect of magnetic energy.

Three further effects were sized. The first two use the Mattis–Bardeen conductivity of a dirty BCS superconductor, with a rough critical temperature of 9.2 K and use at 4.2 K. This conductivity is taken here as an input and not derived.

- **Frequency.** The weak-coupling BCS energy gap $\Delta=1.36$ meV puts the pair-breaking frequency $2\Delta/h$ near 660 GHz; measured gaps of niobium are somewhat larger, roughly 1.45 meV or 700 GHz. At 100 GHz the kinetic inductance is 1.3 % below its low-frequency value, so $v_k$ rises by about half that percentage. The shift is about 0.9 % for a gap of 1.45 meV, and in this model it changes sign near 3 K. The wavelength, 0.7 mm, is far larger than the cross-section.
- **Loss.** Write the conductivity as $\sigma_1-i\sigma_2$ for time dependence $e^{i\omega t}$. The series impedance per length is $1/[s^2(\sigma_1-i\sigma_2)]$. For $\sigma_1\ll\sigma_2$ its reactance is $\omega L_k=1/(s^2\sigma_2)$ and its resistance is $R=\omega L_k\sigma_1/\sigma_2$. The amplitude falls to $1/e$ of its initial value over $2\sqrt{L_k/C}/R=(2v_k/\omega)(\sigma_2/\sigma_1)$. At 100 GHz, $\sigma_1/\sigma_2\approx0.017$ gives 13 mm for the kinetic-only line, and about 15 mm with the magnetic inductance of the ideal shield included. The ratio depends exponentially on the gap: 1.45 meV gives 0.013 and 17 mm for the kinetic-only line. In either case this loss hardly affects the speed.
- **Current.** In Ginzburg–Landau theory the current varies as $q(1-q^2)$, where $q$ is the momentum of an electron pair, twice that of one carrier in (1), in units of $\hbar$ over the coherence length. Its maximum, at $q=1/\sqrt3$, is the depairing current $I_d$, so $I=(3\sqrt3/2)\,I_d\,q(1-q^2)$. A rough coherence length of 15 nm gives $I_d=8.3$ mA. At 0.1 mA, $q\approx0.0046$. If the pair density follows the signal, the inductance for a small added signal varies as $dq/dI\propto1/(1-3q^2)$ and rises by about $3q^2$, which is less than 0.01 %. The theory holds near the critical temperature, so at 4.2 K this is an order estimate.

For these parameters the magnetic energy is the largest computed correction. The main values are in the numerical output below.

## Computed values

```
side of square line: 100 nm
penetration depth: 90 nm
capacitance per length: 0.20 fF/um
effective carrier density: 3.486e+27 m^-3
screening depth found numerically: 90.000 nm
kinetic inductance: 1.0179 pH/um
kinetic-only speed: 7.0087e+07 m/s
speed from carrier normal mode: 7.0087e+07 m/s
kinetic-only speed over c: 0.2338
kinetic-only impedance: 71.34 ohm
kinetic-only delay: 14.27 ps/mm
relative permittivity of dielectric: 4.0
speed in dielectric, no kinetic part: 1.4990e+08 m/s
model shield inner radius: 179.6 nm
external inductance: 0.2225 pH/um
uniform-current magnetic inductance: 0.2781 pH/um
lower bound on inductance: 1.2404 pH/um
solved inductance, ideal shield: 1.2951 pH/um
upper bound on inductance: 1.2960 pH/um
corner/centre current density: 1.130
upper bound on speed: 6.3490e+07 m/s
speed, ideal shield: 6.2135e+07 m/s
change from kinetic-only: -11.3 %
niobium shield inductance: 0.0816 pH/um
inductance with niobium shield: 1.3767 pH/um
speed, niobium shield: 6.0266e+07 m/s
change from kinetic-only: -14.0 %
critical temperature, rough: 9.2 K
temperature of use: 4.2 K
energy gap Delta at use: 1.358 meV
pair-breaking frequency: 657 GHz
test frequency: 100 GHz
wavelength at test frequency: 701 um
kinetic inductance shift there: -1.29 %
sigma1/sigma2 there: 0.0169
amplitude 1/e length there: 13.17 mm
coherence length, rough: 15 nm
signal current: 0.10 mA
depairing current, estimate: 8.30 mA
inductance shift from current: 0.0065 %
```
